# Joint Relaxation of Atoms and Axial Period in a Core-Shell Wire

## An unexpectedly large shell strain

A core-shell wire contains 241 atoms per axial period, 89 of them in the core. The core material has a natural lattice constant 4 percent larger than the shell's and force constants 0.8 times the shell's. If each part is weighted by its bulk stiffness and its number of atoms, the core's share is $0.8\times89/(0.8\times89+152)=0.319$, and the shell should stretch by $0.319\times4=1.28$ percent. Full relaxation of the atoms gives 1.52 percent. Explaining the difference requires a period free of axial force and a partition law that does not presuppose bulk behaviour.

## The model

The wire is cut from a diamond lattice along $[001]$, with its axis through an atom column. Its repeat length $L$ contains one cubic lattice constant. Sites within 3.1 shell lattice constants of the axis are kept, atoms with fewer than two neighbours are removed repeatedly, and atoms within 1.86 lattice constants form the core. The Keating energy per period is

$$
E=\sum_{\rm bonds}\frac{3\alpha_{ij}}{8d_{ij}^2}(r_{ij}^2-d_{ij}^2)^2
+\sum_i\sum_{j<k}\frac{3\beta_i}{8d_{ij}d_{ik}}
\left(\mathbf r_{ij}\cdot\mathbf r_{ik}+\frac{d_{ij}d_{ik}}3\right)^2 .
$$

Each atom has a radius $R_i$, and $d_{ij}=R_i+R_j$ is the natural bond length. The bond constant $\alpha_{ij}$ is the mean of the two atomic values; $\beta_i$ belongs to the central atom. Core radii are $1+m$ times the shell radii, with misfit $m=0.04$.

The parameters are round model values in Hartree atomic units: a shell bond $d=4.5$ bohr, $\alpha=0.030$ and $\beta=0.009$ hartree/bohr$^2$, both multiplied by 0.8 in the core. The shell's natural period is $L_0=4d/\sqrt3=10.3923$ bohr and the core's is $(1+m)L_0=10.8080$ bohr.

The bond network is fixed and coherent, and the temperature is zero. Dislocations, surface reconstruction and intrinsic surface stress are absent. The periodic cell keeps the wire straight and untwisted. Its fourfold rotoreflection axis reverses the sense of a twist, so the energy has no term linear in twist; the twofold axis likewise removes the term linear in bending. Symmetry does not exclude instabilities of second order, and those longer than one period are not treated.

## Why the period is an ordinary unknown

List every bond once from each end. Entry $p$ runs from atom $i$ to atom $j$, possibly in a neighbouring period $n_p$:

$$
\mathbf r_p=\mathbf x_j+n_pL\hat{\mathbf z}-\mathbf x_i .
$$

The bond vectors are linear in the joint unknown $q=(\mathbf x_1,\ldots,\mathbf x_N,L)$. Every energy term has the form $\tfrac12\rho^2$ with

$$
\rho=c(\mathbf r_p\cdot\mathbf r_{p'}-g).
$$

For a bond, $p'=p$ and $g=d^2$. Each end carries half the bond energy, so $\tfrac12c^2=3\alpha/(16d^2)$ and $c^2=3\alpha/(8d^2)$. For an angle, $g=-dd'/3$ and $c^2=3\beta/(4dd')$. Since $\rho$ is quadratic in $q$, $E$ is a quartic polynomial.

With $J=\partial\rho/\partial q$, differentiation of $E=\tfrac12\sum_t\rho_t^2$ gives

$$
\nabla E=J^{T}\rho,\qquad
H=J^{T}J+\sum_t\rho_t\nabla^2\rho_t .
$$

The second part of $H$ is the stiffness due to pre-stress.

Let $\mathbf f_p=\partial E/\partial\mathbf r_p$, with the listed vectors treated as separate arguments. At fixed Cartesian positions,

$$
\frac{\partial E}{\partial L}=\sum_p n_pf_{p,z}.
$$

Only bonds through the cell boundary contribute: this is the axial force transmitted there, positive in tension.

To compare cuts, define $F_k$ as the sum of $f_{p,z}$ over entries crossing cut $k$ upward, minus the sum over entries crossing it downward. Between cuts $k-1$ and $k$ lies one atomic layer. An entry starting at an atom of this layer adds $+f_{p,z}$ to $F_k-F_{k-1}$: directly if it goes up, and through the subtraction of a downward entry if it goes down. An entry ending there adds $-f_{p,z}$ by the same reasoning. Therefore

$$
F_k-F_{k-1}=\sum_{i\in{\rm layer}}
\left(\sum_{p\ {\rm starts\ at}\ i}f_{p,z}-\sum_{p\ {\rm ends\ at}\ i}f_{p,z}\right)
=-\sum_{i\in{\rm layer}}\frac{\partial E}{\partial z_i}.
$$

Relaxed atoms make the right side zero, so all cuts carry the same force $F$. Moreover, if $E_{\rm r}(L)$ is the energy after relaxing the atoms at fixed $L$, the chain rule gives

$$
\frac{dE_{\rm r}}{dL}
=\sum_i\frac{\partial E}{\partial\mathbf x_i}\cdot\frac{d\mathbf x_i}{dL}
+\frac{\partial E}{\partial L}=F,
$$

because the first sum vanishes. Vanishing atomic forces alone do not imply a vanishing axial force; the equation for $L$ supplies the missing condition.

## The algorithm

1. Start from the shell lattice with $L=L_0$. Form $\rho$, $J$, $\nabla E$ and $H$.
2. Let the orthonormal columns of $T$ span three translations and the rotation about the axis. Solve $(H+\mu TT^T)\,\delta q=-\nabla E$ with $\mu>0$. These motions leave $E$ unchanged, so $T^T\nabla E=0$ and the added term does not move the stationary points.
3. If the matrix has no Cholesky factorization, replace $H$ by $J^TJ$, which cannot have negative eigenvalues.
4. Halve the step while it raises the energy. Stop when every component of $\nabla E$, including $\partial E/\partial L$, is below $10^{-13}$ hartree/bohr.

The joint step contains the nested search over $L$. Divide $H$ into an atomic block $A$, a coupling column $b$ and the corner $h=\partial^2E/\partial L^2$, and write $g_x,g_L$ for the parts of the gradient. With rigid motions removed, Newton's equations are

$$
A\,\delta x+b\,\delta L=-g_x,\qquad b^T\delta x+h\,\delta L=-g_L .
$$

The first gives $\delta x=-A^{-1}(g_x+b\,\delta L)$. Substitution into the second yields

$$
\delta L=-\frac{g_L-b^TA^{-1}g_x}{k},\qquad k=h-b^TA^{-1}b .
$$

Here $k=d^2E_{\rm r}/dL^2$ is the axial stiffness with the atoms following. The numerator is the boundary force corrected for unfinished atomic relaxation.

A derivative routine for this energy can be examined without truncation error. Along a line, $E(t)=\sum_{n=0}^4a_nt^n$, and

$$
\begin{aligned}
E(h_t)-E(-h_t)&=2a_1h_t+2a_3h_t^3,\\
E(2h_t)-E(-2h_t)&=4a_1h_t+16a_3h_t^3 .
\end{aligned}
$$

Eight times the first line minus the second is $12a_1h_t$, so the five-point rule returns $a_1$ up to rounding. The three-point rule is in error by $a_3h_t^2$. Along a random direction moving all coordinates, with slope $-0.0599$ hartree/bohr, the three-point result at $h_t=10^{-4}$ differs from the analytic slope by $6\times10^{-8}$ hartree/bohr; the five-point result at $h_t=10^{-2}$ differs by $2\times10^{-14}$.

## The relaxed wire and its errors

Four Newton steps lead to

$$
L=10.5506\ {\rm bohr}=5.5831\ \text{Å}.
$$

The largest force through any of the four interlayer cuts is $8\times10^{-16}$ hartree/bohr, which is rounding noise. Apart from the four rigid motions, the lowest eigenvalue of $H$ is $1.0\times10^{-3}$ hartree/bohr$^2$. The point is thus a local minimum for displacements that repeat with the period.

The strains relative to each material's natural period are

$$
\varepsilon_s=\frac{10.5506}{10.3923}-1=1.52\%,\qquad
\varepsilon_c=\frac{10.5506}{10.8080}-1=-2.38\% .
$$

Since both parts share $L$, the definitions imply $1+\varepsilon_s=(1+m)(1+\varepsilon_c)$ at any misfit.

If the atoms are relaxed with the period held at $L_0$, every cut carries $-0.1662$ hartree/bohr. The wire is compressed and pushes to lengthen. A central difference of energies relaxed at $L_0\pm0.003$ bohr gives the same slope to four digits. Freeing the period lowers the energy from 0.07403 to 0.06078 hartree, a gain of 0.01325 hartree. For a linear spring the gain would be half the force times the elongation, $\tfrac12\times0.1662\times0.1583=0.01315$ hartree. The two agree within 1 percent, so the axial response is nearly linear over this range.

The same spring picture gives the error in $L$ when iteration stops early. For relaxed atoms and a small residual force $F$,

$$
L-L_*\simeq\frac Fk,\qquad E-E_*\simeq\frac{F^2}{2k},
$$

where the star marks the minimum. The held wire gives an average stiffness $k\simeq0.1662/0.1583=1.05$ hartree/bohr$^2$. An energy error of $10^{-8}$ hartree then still permits a period error of $\sqrt{2\times10^{-8}/1.05}\simeq1.4\times10^{-4}$ bohr. A force of $10^{-8}$ hartree/bohr limits it to about $10^{-8}$ bohr. The force is the sharper stopping criterion because the energy is flat at its minimum.

## Strain partition from a loading problem

At $m=0$ the perfect lattice has $r^2=d^2$ and $\mathbf r\cdot\mathbf r'=-d^2/3$ for every term present, including those at the surface. Hence $\rho=0$ throughout, even though core and shell differ in stiffness. Let primes denote $d/dm$ along the relaxed solution, and $\rho_m$ the derivative at fixed $q$. Differentiating $J^T\rho=0$ gives

$$
(J')^T\rho+J^T(Jq'+\rho_m)=0 .
$$

The first term vanishes at $m=0$, leaving $J^TJq'=-J^T\rho_m$.

Now load the misfit-free wire with unit axial tension. Its response $v$ satisfies $J^TJv=e_L$, where $e_L$ selects the period. Because $J^TJ$ is symmetric,

$$
L'=e_L^Tq'=v^TJ^TJq'=-(Jv)\cdot\rho_m .
$$

This is a reciprocity relation: a bond or angle influences the misfit-induced period in proportion to its own response to axial load.

The misfit changes only the core radii, so $\rho_m=\sum_{k\in c}R_k\,\partial\rho/\partial R_k$. Define atomic weights

$$
w_k=-\frac{R_k}{L_0}(Jv)\cdot\frac{\partial\rho}{\partial R_k},
\qquad w_c=\sum_{k\in c}w_k .
$$

In $\partial\rho/\partial R_k$ the change of the prefactor $c$ drops out, since it multiplies a zero bracket. A change $\delta d$ contributes $-2cd\,\delta d$ for a bond; an angle contributes $+(cd/3)(\delta d+\delta d')$.

The weights sum to one. If all radii and coordinates are multiplied by $\lambda$, each $c$ changes by $1/\lambda$ and each bracket by $\lambda^2$, so $E$ changes by $\lambda^2$. The minimizing period therefore scales as $\lambda$. Differentiation at $\lambda=1$ gives $\sum_kR_k\,\partial L/\partial R_k=L$, which is $\sum_kw_k=1$. To first order,

$$
\varepsilon_s=w_cm,\qquad
\varepsilon_c=\frac{1+w_cm}{1+m}-1=-(1-w_c)m .
$$

Solving the linear loading problem gives $w_c=0.3930$. A central difference of fully relaxed periods at $m=\pm0.001$ also gives 0.3930. At $m=0.04$ the linear law predicts $\varepsilon_s=1.572$ percent, against 1.523 percent from full relaxation. It is 3 percent too large relative to the relaxed strain. Halving $m$ from 0.01 to 0.005 reduces the difference between law and relaxation by a factor 3.98, close to the 4 of a quadratic remainder.

## The bulk limit

Strain a bulk crystal of lattice constant $a$ by $e$ along $x$ and $y$ and by $e_z$ along $z$. The three twofold axes through each atom survive, so no internal displacement arises. Bonds are $(a/4)(\pm1,\pm1,\pm1)$, and $d^2=3a^2/16$. Each squared length changes by $(a^2/8)(2e+e_z)$. Of the six angle products at an atom, two change by $(a^2/8)(e_z-2e)$ and four by $-(a^2/8)e_z$. With $3/(8d^2)=2/a^2$, and half of each of four bonds assigned to the atom, the energy per atom is

$$
u=\frac{a^2}{16}\left\{\alpha(2e+e_z)^2+\beta\left[(e_z-2e)^2+2e_z^2\right]\right\}.
$$

Free lateral faces require $\partial u/\partial e=0$, or $\alpha(2e+e_z)=\beta(e_z-2e)$. Poisson's ratio is therefore

$$
\nu=-\frac e{e_z}=\frac{\alpha-\beta}{2(\alpha+\beta)} .
$$

Then $2e+e_z=2\beta e_z/(\alpha+\beta)$ and $e_z-2e=2\alpha e_z/(\alpha+\beta)$. The brace becomes $[4\alpha\beta/(\alpha+\beta)+2\beta]e_z^2$. Equating $u$ to $\tfrac12Ye_z^2$ times the atomic volume $a^3/8$ gives

$$
Y=\frac{2\beta(3\alpha+\beta)}{a(\alpha+\beta)} .
$$

For the shell, $Y=4.397\times10^{-3}$ hartree/bohr$^3$ and $\nu=0.269$. The core has the same $\nu$, because both constants carry the same factor.

In a long wire with continuum stresses, Hooke's law reads $\sigma_z=Y\varepsilon_z+\nu(\sigma_x+\sigma_y)$. In-plane equilibrium is $\sum_\gamma\partial_\gamma\sigma_{\eta\gamma}=0$, with $\eta,\gamma$ running over $x,y$. Multiplying by $x_\eta$ and integrating by parts over the section gives

$$
\int\sigma_{\eta\eta}\,dA=\oint x_\eta\sum_\gamma\sigma_{\eta\gamma}n_\gamma\,ds=0
$$

for each $\eta$, since the surface is free. Integrating Hooke's law over the whole section, with equal $\nu$, leaves $Y_cA_c\varepsilon_c+Y_sA_s\varepsilon_s=0$. Inserting the first-order strains yields

$$
w_c^{\rm bulk}=\frac{Y_cA_c}{Y_cA_c+Y_sA_s}.
$$

A vanishing core gives zero and a vanishing shell gives one. With unequal Poisson ratios the lateral stresses no longer cancel, and this formula fails.

## Opposite forces inside a force-free wire

Zero total force does not mean unstressed parts. Multiplying each axial atomic equilibrium equation by $z_i$, summing, and adding $L\,\partial E/\partial L=0$ gives $\sum_pr_{p,z}f_{p,z}=0$. Assigning each entry to its starting atom splits this sum into

$$
F_c=\frac1L\sum_{p\ {\rm from\ core}}r_{p,z}f_{p,z},\qquad F_s=-F_c .
$$

The division of interface bonds is a convention; the total is not. Here $F_c=-0.1288$ hartree/bohr, or $-10.6$ nN, and the shell carries the opposite tension.

The core force is not simply $Y_cA_c\varepsilon_c$. Interface bonds have intermediate natural lengths, so the reference for the core strain is itself a choice. Measured from the mean natural bond length of the core atoms, the strain is $-2.149$ percent. With $Y_c$ and $A_c$ taken at the shell lattice constant, $Y_c=0.8Y$ and $A_c=89L_0^2/8=1201.5$ bohr$^2$, the uniaxial part is

$$
0.8\times4.397\times10^{-3}\times1201.5\times(-0.02149)=-0.0908
$$

hartree/bohr. The shell also squeezes the core sideways. The lateral counterpart of $F_c$, with $xf_x+yf_y$ in place of $zf_z$, is $-0.1640$ hartree/bohr. Multiplied by $\nu$ it adds $-0.0442$, for a total of $-0.1350$. This linear estimate exceeds the atomistic force in magnitude by 5 percent; without the squeeze it would fall short by 29 percent. These figures depend on the choices made. The core's own lattice constant multiplies $Y_cA_c$ by 1.04 and raises the excess to 8 percent. The nominal strain of $-2.38$ percent gives a uniaxial part of $-0.1007$ and a total of $-0.1448$, which is 12 percent too large, or 22 percent short without the squeeze. In each case the lateral term brings the estimate closer.

## Why the bulk rule underestimates the shell strain

The axial rigidity $K$, force per unit strain, follows from the loading solution as $K=L_0/v_L$. For the misfit-free wire, minimization over atomic positions cannot give more energy than the trial strain $e=-\nu e_z$ applied uniformly. Since $\alpha_{ij}$ is the mean of the two atomic values, the energy of a mixed bond can be divided between its ends in proportion to their own $\alpha$, so that each end receives what it would have in its own bulk. With this division each site has its bulk energy, minus the nonnegative terms of missing bonds and angles. Hence $K\le\sum YA$, in the harmonic regime and for equal $\nu$. Three radii, with the core radius always 0.6 of the outer one, give:

| Radius$/L_0$ | $w_c$ | $w_c^{\rm bulk}$ | $K/\sum YA$ |
|---:|---:|---:|---:|
| 2.1 | 0.414 | 0.291 | 0.773 |
| 3.1 | 0.393 | 0.319 | 0.842 |
| 5.6 | 0.357 | 0.319 | 0.912 |

The missing terms belong to the shell. If the whole loss of rigidity is charged to it, the core's share rises to $w_c^{\rm bulk}/(K/\sum YA)$. For the middle wire this is $0.319/0.842=0.379$, which accounts for about four fifths of the excess over 0.319. This estimate leaves the remainder unexplained.

The excess $w_c-w_c^{\rm bulk}$ is 0.123, 0.074 and 0.038. Multiplied by the radius it gives 0.26, 0.23 and 0.21, so it falls roughly as the surface-to-volume ratio. At the largest radius the bulk rule still underestimates the first-order shell strain by 11 percent. The shell of the opening example stretches more than its bulk stiffness suggests mainly because its free surface makes it softer: surface atoms are counted with a full atomic volume but lack some of their bond and angle terms. This is a property of the bare, unreconstructed surface of the model. In a real wire, passivation, oxide, reconstruction and surface stress alter the surface stiffness, and the size of the correction must be found for that surface.

Numerical values quoted here were computed with a short program.
